# Why Width Roughness Raises the Mean Resistance of a Metal Line

To compute the resistance of an interconnect line with rough edges, one must decide whether its mean width is enough input or the variance of the width is needed too. The theorem below settles this for a line whose resistivity does not depend on its width. Using the mean width alone underestimates the mean resistance, and for weak roughness the relative amount missing is the variance divided by the squared mean width, provided the slopes of the width and of the centre line are small enough for the condition derived from Lemmas 2 and 3. Under these conditions the mean width suffices if that ratio is below the accuracy required. If the two edges move nearly in phase, the variance is small and the slope of the centre line can dominate the excess even when the variation is slow.

## Setting and assumptions

The line runs along $x$ from $0$ to $L$. It has constant thickness $t$ and width $w(x)$. The assumptions are:

1. The resistivity $\rho$ is a constant scalar. In particular, it does not depend on the local width, so extra scattering in narrow sections is left out.
2. The width is continuous and stays between positive limits, $0<w_{\min}\le w(x)\le w_{\max}$.
3. The width and the centre line vary slowly along $x$, so that the current flows nearly along $x$ and spreads uniformly over each cross-section. Lemmas 2 and 3 replace this assumption by a quantitative condition.

Under assumption 3, a slice of length $dx$ has cross-sectional area $tw$ and resistance $\rho\,dx/(tw)$. The slices carry the same current one after another, so their resistances add:

$$R=\frac{\rho}{t}\int_0^L\frac{dx}{w(x)} .$$

Angle brackets denote an average along the line or, for an ensemble of lines of equal length, along each line and over the ensemble. Define

$$W=\langle w\rangle,\qquad d=w-W,\qquad V=\langle d^2\rangle,\qquad R_W=\frac{\rho L}{tW}.$$

Here $R_W$ is the resistance at mean width. By definition $\langle d\rangle=0$. Averaging the slice formula gives $\langle R\rangle=(\rho L/t)\langle 1/w\rangle$; for a single line, $\langle R\rangle$ is simply $R$. The relative excess is therefore

$$e=\frac{\langle R\rangle}{R_W}-1=W\left\langle\frac1w\right\rangle-1 .$$

## The theorem

**Theorem.** Under these assumptions $\langle R\rangle\ge R_W$, with equality only if the width equals $W$ throughout (for an ensemble, apart from lines of zero total probability). Moreover,

$$\frac{V}{Ww_{\max}}\le e\le\frac{V}{Ww_{\min}},\qquad
\left|e-\frac{V}{W^2}\right|\le\frac{\max|d|}{w_{\min}}\,\frac{V}{W^2}.$$

Hence $e\simeq V/W^2$ when the largest width deviation is small compared with the smallest width.

**Lemma 1.** The excess is $e=\langle d^2/w\rangle/W$, with no expansion in $d$.

*Proof.* Since $W=w-d$,

$$\frac Ww=1-\frac dw .$$

The last fraction can be rewritten by using $1/w=1/W-d/(Ww)$, which holds because $1/w-1/W=(W-w)/(Ww)=-d/(Ww)$. Multiplying by $d$ and inserting the result gives

$$\frac Ww=1-\frac dW+\frac{d^2}{Ww}.$$

On averaging, the linear term vanishes because $\langle d\rangle=0$. Subtracting 1 leaves the stated result. $\square$

*Proof of the theorem.* In Lemma 1, $d^2/w$ is never negative, so $e\ge0$. Its average vanishes only if $d=0$ throughout, in the sense stated. This proves the inequality. Replacing $1/w$ by its smallest value $1/w_{\max}$ and then by its largest value $1/w_{\min}$ gives the two bounds on $e$.

For the leading term, subtract $V/W^2=\langle d^2\rangle/W^2$ from Lemma 1:

$$e-\frac V{W^2}=\left\langle d^2\,\frac{W-w}{W^2w}\right\rangle
=-\frac1{W^2}\left\langle\frac{d^3}{w}\right\rangle .$$

The magnitude of $d^3/w$ is at most $d^2\max|d|/w_{\min}$. Averaging this bound gives the remainder estimate. $\square$

The physical reason is that a narrowing adds more resistance than an equal widening removes. The changes linear in $d$ cancel on averaging, and the curvature of $1/w$ leaves a positive quadratic term.

**Remark on the next term.** Using $1/w=1/W-d/(Ww)$ once more in the remainder gives

$$e=\frac V{W^2}-\frac{\langle d^3\rangle}{W^3}
+\frac1{W^3}\left\langle\frac{d^4}{w}\right\rangle .$$

A profile with narrow, deep constrictions has $\langle d^3\rangle<0$, and the cubic term then raises the excess. Take as an example

$$w=W\left[1\pm0.2\left(\cos\theta+\tfrac12\cos2\theta\right)\right]$$

with $\theta$ running uniformly over a period. The mean square of the round bracket is $\frac12+\frac18=\frac58$, so $V/W^2=0.04\times\frac58=2.5\%$. Its mean cube is $\frac32\langle\cos^2\theta\cos2\theta\rangle=\frac38$, the other terms averaging to zero. The cubic term is thus $\mp0.008\times\frac38=\mp0.3\%$. Numerical averaging of $1/w$ gives an excess of 2.30% for the upper sign and 2.96% for the lower. The parts not supplied by the first two terms, 0.10% and 0.16%, are the positive quartic term.

**Remark on width distributions.** The positive lower limit on $w$ matters. An untruncated Gaussian distribution has nonzero probability density at $w=0$, where the integral of $1/w$ diverges, so it gives no finite mean resistance. Such a distribution must be cut off at a positive width before the theorem applies.

**Remark on width-dependent resistivity.** Suppose instead that the local resistivity is $\rho_0(1+\lambda/w)$, with $\lambda$ a fixed length. The resistance per length is then proportional to $f(w)=1/w+\lambda/w^2$. Taylor expansion about $W$ gives $\langle f\rangle\simeq f(W)+\frac12f''(W)V$, with $\frac12f''(W)=1/W^3+3\lambda/W^4$. Dividing by $f(W)$ yields

$$e\simeq\frac V{W^2}\,\frac{1+3\lambda/W}{1+\lambda/W}.$$

For $\lambda>0$ the coefficient lies between 1 and 3. The coefficient 1 therefore belongs to constant resistivity.

## What the mean refers to

The same average must define $W$, $V$ and $\langle R\rangle$. Let line $j$ have its own mean width $m_j$, and write $d=(w-m_j)+(m_j-W)$. When $d^2$ is averaged along line $j$, the cross term vanishes because $w-m_j$ averages to zero there. Averaging over lines then gives

$$V=\left\langle(w-m_j)^2\right\rangle+\left\langle(m_j-W)^2\right\rangle .$$

The first part is variation within lines, the second variation between them. The theorem, applied to one line, compares its resistance with the value at $m_j$. It does not say that every line lies above the value at the ensemble mean $W$: a line that happens to be wide can lie below it.

## When the slice formula is justified

Small amplitude alone does not justify the coefficient $V/W^2$, because bending of the current paths also contributes at second order in the amplitude. Let the edges be smooth curves $y=s(x)\pm w(x)/2$, where $s$ is the centre line. Let the end sections be equipotentials, let no current cross the edges, and let the current density $\mathbf J$ be uniform through the thickness.

With potential $\phi$, Ohm's law is $\rho\mathbf J=-\nabla\phi$. The Joule heat per unit time is

$$\rho t\iint J^2\,dx\,dy=-t\iint\mathbf J\cdot\nabla\phi\,dx\,dy .$$

Since $\nabla\cdot\mathbf J=0$, the right side is a boundary integral of $-t\phi\,\mathbf J\cdot\mathbf n$, with $\mathbf n$ the outward normal. Only the ends contribute, and they give total current $I$ times voltage. The heat is therefore $I^2R$.

**Lemma 2.** The two-dimensional resistance is at least the slice value.

*Proof.* Every section carries $I=t\int J_x\,dy$. The Cauchy-Schwarz inequality gives $(\int J_x\,dy)^2\le w\int J_x^2\,dy$, so

$$\int J^2\,dy\ge\int J_x^2\,dy\ge\frac{I^2}{t^2w}.$$

Multiplying by $\rho t$, integrating over $x$ and dividing by $I^2$ gives $R\ge(\rho/t)\int dx/w$. $\square$

Thus the inequality $\langle R\rangle\ge R_W$ does not need slow variation. The value of the leading coefficient does.

**Lemma 3.** With $q=s'^2+w'^2/12$, where primes denote $d/dx$,

$$R\le\frac\rho t\int_0^L\frac{1+q}{w}\,dx .$$

*Proof.* Compare the true current $\mathbf J$ with a trial current $\mathbf J+\mathbf j$ that has zero divergence, the same total current and no flow through the edges. The cross term in the heat is proportional to

$$\rho\iint\mathbf J\cdot\mathbf j\,dx\,dy=-\iint\nabla\phi\cdot\mathbf j\,dx\,dy .$$

This is again a boundary integral. It vanishes because $\mathbf j$ does not cross the edges and carries no net current through the equipotential ends. The trial heat exceeds the true heat by $\rho t\iint j^2\,dx\,dy\ge0$, so any allowed trial current gives an upper bound on $R$.

Choose streamlines $y=s+uw$, each with fixed $u$ between $-\frac12$ and $\frac12$, and set

$$J_x^{\rm tr}=\frac I{tw},\qquad J_y^{\rm tr}=\frac I{tw}(s'+uw'),\qquad u=\frac{y-s}{w}.$$

At fixed $x$, $\partial u/\partial y=1/w$, so $\partial_yJ_y^{\rm tr}=Iw'/(tw^2)$. This cancels $\partial_xJ_x^{\rm tr}=-Iw'/(tw^2)$, and the divergence is zero. At $u=\pm\frac12$ the flow has slope $s'\pm w'/2$, which is the slope of the edge. Using $dy=w\,du$, the section integral is

$$\int (J^{\rm tr})^2dy=\frac{I^2}{t^2w}\int_{-1/2}^{1/2}\left[1+(s'+uw')^2\right]du
=\frac{I^2}{t^2w}(1+q),$$

because $u$ averages to zero and $u^2$ to $1/12$. Multiplication by $\rho t/I^2$ and integration over $x$ finish the proof. $\square$

Averaging both lemmas shows that bent current paths add between $0$ and $W\langle q/w\rangle$ to the relative excess $e$. A sufficient condition for the coefficient is therefore

$$W\left\langle\frac qw\right\rangle\ll\frac V{W^2},$$

together with small width deviations.

For a width of sinusoidal amplitude $A$ and period $\Lambda$, $V=A^2/2$ and $\langle w'^2\rangle=(2\pi/\Lambda)^2A^2/2$. If the edges are mirror images, $s'=0$ and

$$\frac{\langle q\rangle}{V/W^2}=\frac{\pi^2}{3}\left(\frac W\Lambda\right)^2 .$$

The amplitude has cancelled: making the roughness weaker does not cure a period that is too short. If one edge is straight and the other carries all the variation, then $s'^2=w'^2/4$, so $q=w'^2/3$ and the ratio is four times larger. Roughness that varies over lengths comparable with the line width therefore fails the condition, however weak it is. The coefficient of $V/W^2$ then exceeds 1, and the lemmas only bracket it: for weak mirror-image roughness with $\Lambda=W$ it lies between 1 and $1+\pi^2/3\approx4.3$. If the upper bound on $e$ is below the accuracy required, the mean width still suffices; otherwise the excess has to be found from the two-dimensional current flow. All of this assumes a local Ohm's law, which is itself doubtful when the edges vary over lengths comparable with the electron mean free path, tens of nanometres in a good metal at room temperature.

## A worked line

Take round model parameters: $\rho=50$ nΩ m, $L=2000$ nm, $t=40$ nm, and mirror-image edges with

$$w=20+4\cos(2\pi x/\Lambda)\ \text{nm},\qquad \Lambda=400\ \text{nm}.$$

The constant resistivity is a model assumption. In a real metal line this narrow, scattering at surfaces and grain boundaries usually makes the resistivity rise as the width falls, which changes the leading coefficient to $1-W\rho'/\rho+W^2\rho''/(2\rho)$, with derivatives taken with respect to $w$ at $w=W$. For a resistivity that falls with width and is convex in it, the excess is larger than found here. In the remark on width-dependent resistivity, for example, $\lambda=W$ doubles the leading coefficient.

The single long period is also a model choice, made to satisfy the slope condition. Edge roughness with a correlation length of tens of nanometres, comparable with this width, does not satisfy it. The line contains five periods. Its resistance at mean width is

$$R_W=\frac{50\times2000}{40\times20}\ \Omega=125\ \Omega,$$

since nΩ m divided by nm is Ω. The variance is $V=4^2/2=8$ nm², so $V/W^2=8/400=2.0\%$. The leading estimate is $125\times1.02=127.5$ Ω. The theorem places the slice excess between $8/(20\times24)=1.67\%$ and $8/(20\times16)=2.50\%$. Numerical averaging of $1/w$ gives 2.06%, or 127.58 Ω.

The excess grows with amplitude as follows.

| Amplitude (nm) | Slice excess (%) | $V/W^2$ (%) |
|---|---:|---:|
| 1 | 0.125 | 0.125 |
| 2 | 0.504 | 0.500 |
| 4 | 2.06 | 2.00 |
| 8 | 9.11 | 8.00 |

Here $\langle d^3\rangle=0$, so the quartic term makes the excess larger than the leading value. Since $\langle d^4\rangle=3A^4/8$, its lowest-order size relative to $V/W^2$ is $3A^2/(4W^2)$. This is 3% at 4 nm and 12% at 8 nm. The full relative differences are 3.1% and 13.9%, so still higher terms are visible at the larger amplitude.

**Short pieces.** Cut 100 nm pieces from the 4 nm profile with uniformly distributed starting phase, and integrate each in the slice model. The resistance at the ensemble mean width is 6.25 Ω. Individual pieces range from 5.30 to 7.63 Ω, while their mean is 6.38 Ω, again 2.06% above 6.25 Ω. Of the variance of 8 nm², 1.5 nm² lies within pieces and 6.5 nm² between their means. Most of the mean excess would thus be missed by counting only the variation inside each piece.

**Two-dimensional flow.** To include bent current paths, let $k=2\pi/\Lambda$ and write the stream function as

$$\psi=y+\sum_{n=1}^{20}\cos(nkx)\left[a_n\cosh(nky)+b_n\sinh(nky)\right].$$

Each term satisfies Laplace's equation. A least-squares fit determines the coefficients so that $\psi$ is constant on each edge, which makes the edges streamlines. With $\rho J_x=\partial\psi/\partial y$, the mean field along $x$ is 1, the voltage over a period is $\Lambda$, and the current is $t\Delta\psi/\rho$, where $\Delta\psi$ is the difference between the edge constants. One period has resistance $\rho\Lambda/(t\Delta\psi)$. The edges are even in $x$ about each width maximum, and every term of $\psi$ is too, so $\rho J_y=-\partial\psi/\partial x$ vanishes on the sections there. These sections are therefore equipotentials, as required at the ends.

For the 400 nm period this gives an excess of 2.08% and a resistance of 127.60 Ω. The slice integral is low by about 0.02 Ω, the leading estimate by 0.10 Ω, and the mean-width value by 2.60 Ω. At a period of 100 nm the excess rises to 2.32% for mirror-image edges and to 3.02% when one edge is straight, although the slice value remains 2.06% in both cases.

A meander whose width $w$, measured along $y$, is constant separates the two effects. If both edges follow the same 4 nm sinusoid with a 100 nm period, then $V=0$, yet the two-dimensional excess is 2.80%. The current follows a longer, bent path, and where the line slopes, its width measured across its own direction is smaller than $w$. The variance of $w$ carries no information about either effect. If the current density $J_x$ stayed uniform over each section, the excess would be the upper bound of Lemma 3, here $\langle s'^2\rangle=3.16\%$. The true current redistributes within the line, which lowers the excess to 2.80%. For such a line the centre-line slope must be included in the resistance calculation.
